# How a Coherent Core-Shell Nanowire Shares Its Axial Misfit Strain, part 1

(Sections cited here and not found follow in the second part.)

## First half: the axial strain

### The situation

A semiconductor nanowire is grown first as a thin core. The growth conditions are then changed so that a second material is deposited on its side walls and surrounds it as a shell. The two crystals have slightly different lattice constants. If the interface is coherent, every lattice plane crossing the wire continues from core to shell, and no dislocation takes up the difference. Core and shell must then have the same repeat distance along the wire, although each would prefer its own.

On a very thick flat substrate, a thin film with a coherent interface must adopt the substrate's in-plane lattice period. In a nanowire neither part is immovable. A thick shell can stretch or compress a thin core, and the strain in the core affects its electronic properties. How much of the mismatch does the core take?

The answer sought is

$$
\text{core axial strain}=\text{mismatch}\times\text{shell's share of the cross-section}.
$$

An elementary force balance gives this quickly for equal axial moduli. That argument omits stresses across the wire, so it must be examined before the result can be trusted. Equal Young's moduli turn out not to be quite enough: the Poisson ratios must be equal too, or the stiffness must be uniform in a more general sense.

### Geometry and sign conventions

Let $z$ run along the wire. The core and shell have cross-sectional areas $A_c$ and $A_s$, and

$$
A=A_c+A_s,\qquad \phi=\frac{A_s}{A},\qquad 1-\phi=\frac{A_c}{A}.
$$

Thus $\phi$ is the shell's area fraction. The unstrained lattice constants are $a_c$ and $a_s$. The mismatch is defined relative to the core:

$$
f=\frac{a_s-a_c}{a_c}.
$$

It is positive when the shell has the larger lattice, and is taken to be equal in all directions. Positive strain means extension and positive stress means tension.

Each material's elastic strain is measured from its own unstrained lattice. If the common axial repeat distance is $a$, then

$$
\varepsilon_c=\frac{a-a_c}{a_c},\qquad
\varepsilon_s=\frac{a-a_s}{a_s}.
$$

Since $a=a_c(1+\varepsilon_c)$ and $a_s=a_c(1+f)$,

$$
\varepsilon_s=\frac{(1+\varepsilon_c)-(1+f)}{1+f}
=\frac{\varepsilon_c-f}{1+f}.
$$

For small mismatch the denominator differs from one by a small quantity. To first order in strain,

$$
\varepsilon_s=\varepsilon_c-f. \tag{1}
$$

This is the coherence condition. The two elastic strains differ by the mismatch even though the two materials have the same actual period.

### The elementary force balance

Suppose for the moment that each part behaves like a spring loaded only along $z$. Let both have Young's modulus $E$. Their axial stresses are then $E\varepsilon_c$ and $E\varepsilon_s$.

Cut the wire far from its free end and consider the piece between the cut and that end. No external force pulls on this piece. The total axial force through the cut must therefore vanish:

$$
EA_c\varepsilon_c+EA_s\varepsilon_s=0.
$$

Insert (1) and divide by $E$:

$$
A_c\varepsilon_c+A_s(\varepsilon_c-f)=0.
$$

Collecting the terms in $\varepsilon_c$ gives

$$
(A_c+A_s)\varepsilon_c=fA_s,
$$

and hence

$$
\varepsilon_c=f\phi,\qquad
\varepsilon_s=f\phi-f=-f(1-\phi). \tag{2}
$$

If the shell has the larger lattice, it stretches the core and is itself compressed. If $f$ is negative, both signs reverse. The magnitude of the core strain is $|f|\phi$ in either case.

The limits show how the load is shared. For a very thin shell, $\phi\to0$: the core is nearly unstrained and the shell takes nearly the whole mismatch. For a very thin core, $\phi\to1$ and the roles are exchanged. At $\phi=1/2$ the two strains have equal magnitude.

For a round wire with core radius $R_c$, shell thickness $h$ and outer radius $R=R_c+h$,

$$
\phi=\frac{\pi R^2-\pi R_c^2}{\pi R^2}
=1-\left(\frac{R_c}{R}\right)^2.
$$

Equal areas require $R=\sqrt2\,R_c$, or $h=(\sqrt2-1)R_c$. A shell with less than half the core's radius as its thickness can therefore take half of the cross-section.

### Why one axial strain describes the section

The elementary argument assumed that the axial strain is uniform. This can be obtained from the geometry of a long wire.

Let $\mathbf u$ be the displacement measured from the core lattice. Far from the ends, neighbouring sections are in the same state, so the strains do not depend on $z$. Write the total axial strain as

$$
e(x,y)=\frac{\partial u_z}{\partial z}.
$$

The shear strain between $x$ and $z$ is also independent of $z$. Differentiating twice that strain gives

$$
0=\frac{\partial}{\partial z}
\left(\frac{\partial u_x}{\partial z}+\frac{\partial u_z}{\partial x}\right)
=\frac{\partial^2u_x}{\partial z^2}+\frac{\partial e}{\partial x}.
$$

Now differentiate with respect to $x$. Since $\partial u_x/\partial x$ is a strain and does not depend on $z$, its second $z$ derivative is zero. Therefore $\partial^2e/\partial x^2=0$. The same argument with $y$ gives $\partial^2e/\partial y^2=0$.

For the mixed derivative, use

$$
\frac{\partial^2u_x}{\partial z^2}=-\frac{\partial e}{\partial x},
\qquad
\frac{\partial^2u_y}{\partial z^2}=-\frac{\partial e}{\partial y}.
$$

The in-plane shear strain is independent of $z$, so

$$
0=\frac{\partial^2}{\partial z^2}
\left(\frac{\partial u_x}{\partial y}+\frac{\partial u_y}{\partial x}\right)
=-2\frac{\partial^2e}{\partial x\partial y}.
$$

All three second derivatives vanish, and hence

$$
e=\varepsilon_0+\kappa_xx+\kappa_yy. \tag{3}
$$

The linear terms describe bending. Coherence makes the displacement continuous, so the same linear function applies in core and shell. In a concentric round wire, symmetry forbids a preferred bending direction and the gradients vanish. For equal isotropic constants and any section shape, the second half shows that they vanish when core and wire have the same centroid. Then $e=\varepsilon_0=\varepsilon_c$ everywhere in the section.

### Stresses across the wire

The materials are also mismatched in the transverse directions. A shell with a larger lattice pulls outward on the core as well as along it. For an isotropic material, Hooke's law along the wire is therefore

$$
E\varepsilon^{\rm el}_{zz}
=\sigma_{zz}-\nu(\sigma_{xx}+\sigma_{yy}), \tag{4}
$$

where $\nu$ is the Poisson ratio and $\varepsilon^{\rm el}_{zz}$ is the elastic strain: $\varepsilon_c$ in the core and $\varepsilon_c-f$ in the shell. The elementary argument discarded the last term in (4).

That term need not vanish at a point. Its integral over the whole section does vanish. Far from the ends the stresses do not vary with $z$, so equilibrium in the $x$ direction reads

$$
\frac{\partial\sigma_{xx}}{\partial x}
+\frac{\partial\sigma_{xy}}{\partial y}=0.
$$

Multiply by $x$ and use the product rule:

$$
\frac{\partial(x\sigma_{xx})}{\partial x}
+\frac{\partial(x\sigma_{xy})}{\partial y}
=\sigma_{xx}.
$$

Integrate over the section. The divergence theorem turns the left side into a boundary integral:

$$
\int\sigma_{xx}\,dA
=\oint x(\sigma_{xx}n_x+\sigma_{xy}n_y)\,ds.
$$

Here $(n_x,n_y)$ is the outward normal. The bracket is the $x$ component of the force per area on the side wall. It is zero on a free surface. At the core-shell interface the forces on the two sides balance, so the two interface contributions cancel. Thus $\int\sigma_{xx}dA=0$. Exchanging $x$ and $y$ gives $\int\sigma_{yy}dA=0$, and

$$
\int(\sigma_{xx}+\sigma_{yy})\,dA=0. \tag{5}
$$

The outward pull in the core is balanced by opposite average stress in the shell. Equation (5) makes no reference to a circular section.

Now integrate (4), with the same $E$ and $\nu$ throughout. The axial force is zero, and (5) removes the transverse term:

$$
0=E\int\varepsilon^{\rm el}_{zz}\,dA
=E\left[A_c\varepsilon_c+A_s(\varepsilon_c-f)\right].
$$

This is the elementary balance again, so $\varepsilon_c=f\phi$. Within linear elasticity, neglecting the transverse stress causes no error in the axial strain when both isotropic constants are equal. It does cause an error in the stress, as will be seen.

### Directional stiffness

Crystals are usually elastically anisotropic. Suppose that core and shell have the same stiffness tensor and the same crystal orientation. The argument can be extended by showing that every stress component has zero average.

The averages of $\sigma_{xx}$, $\sigma_{yy}$ and $\sigma_{zz}$ are already zero. Multiplying the $x$ equilibrium equation by $y$ gives

$$
\frac{\partial(y\sigma_{xx})}{\partial x}
+\frac{\partial(y\sigma_{xy})}{\partial y}
=\sigma_{xy}.
$$

Its integral again becomes a boundary term containing the free-surface force, so $\int\sigma_{xy}dA=0$. Equilibrium along $z$ is

$$
\frac{\partial\sigma_{xz}}{\partial x}
+\frac{\partial\sigma_{yz}}{\partial y}=0.
$$

Multiplication by $x$ or by $y$, followed by the same integration, gives zero averages of $\sigma_{xz}$ and $\sigma_{yz}$.

A uniform linear stiffness turns average elastic strain into average stress. Since a stable stiffness can be inverted, zero average stress implies zero average elastic strain. Its axial component again gives $A_c\varepsilon_c+A_s(\varepsilon_c-f)=0$.

Bending must still be absent. It is absent if the arrangement of core and shell is unchanged under $(x,y)\to(-x,-y)$. Full spatial inversion leaves the stiffness tensor and isotropic mismatch unchanged, so it must carry the strain solution into itself. The terms $\kappa_xx$ and $\kappa_yy$ would change sign and must therefore be zero. Centred circular and regular hexagonal sections meet this condition.

### When the moduli differ

Let the Young's moduli be $E_c$ and $E_s$, but keep one common Poisson ratio. Consider a concentric round wire, so that symmetry prevents bending. Integrating (4) with the local modulus on the left gives

$$
\int E\varepsilon^{\rm el}_{zz}\,dA
=\int\sigma_{zz}\,dA-
\nu\int(\sigma_{xx}+\sigma_{yy})\,dA=0.
$$

Hence

$$
E_cA_c\varepsilon_c+E_sA_s(\varepsilon_c-f)=0,
$$

$$
\varepsilon_c=f\frac{E_sA_s}{E_cA_c+E_sA_s}. \tag{6}
$$

The shell's area fraction is replaced by its share of the axial stiffness. A softer shell is less able to strain the core.

If instead the Young's moduli are equal but the Poisson ratios are $\nu_c$ and $\nu_s$, the transverse terms no longer cancel. Define

$$
S_c=\int_{\rm core}(\sigma_{xx}+\sigma_{yy})\,dA.
$$

By (5), the corresponding shell integral is $-S_c$. Integrating (4) gives

$$
E(A\varepsilon_c-fA_s)=-(\nu_c-\nu_s)S_c. \tag{7}
$$

Equal axial moduli alone therefore do not guarantee (2). The size of the correction requires the transverse stress, calculated for a round wire in the second half.

### The size of a finite-mismatch correction

Equation (1) neglected the factor $1+f$ in the shell strain. Retaining it in the elementary balance, while keeping Hooke's law linear and the areas fixed, gives

$$
A_c\varepsilon_c+A_s\frac{\varepsilon_c-f}{1+f}=0.
$$

Multiply by $1+f$ and collect terms:

$$
\varepsilon_c=\frac{fA_s}{A_s+(1+f)A_c}
=\frac{f\phi}{1+f(1-\phi)}.
$$

The last form follows on division by $A$. For small $f$, the relative change from $f\phi$ is approximately $-f(1-\phi)$. This estimates the effect of the two reference lengths. It is not a complete finite-strain theory.

### A worked wire

Take a round wire with core diameter $30$ nm and shell thickness $15$ nm. Its outer diameter is $60$ nm. Let $f=0.500\%$, $E=100$ GPa and $\nu=0.30$. These are round model parameters in the rough regime of III-V semiconductor core-shell nanowires.

The areas are

$$
A_c=\pi(15\ {\rm nm})^2=706.9\ {\rm nm}^2,
$$

$$
A_s=\pi\left[(30\ {\rm nm})^2-(15\ {\rm nm})^2\right]
=2120.6\ {\rm nm}^2.
$$

The shell fraction is $\phi=1-(15/30)^2=0.750$. Therefore

$$
\varepsilon_c=0.750\times0.500\%=0.375\%,
$$

$$
\varepsilon_s=0.375\%-0.500\%=-0.125\%.
$$

The core takes three quarters of the mismatch because the shell has three quarters of the area. The finite-mismatch estimate changes the core strain by $-0.125\%$ of its value. Nonlinear elasticity enters at the same order in $f$ and can alter the size and even the sign of this figure. With third-order elastic constants typical of GaAs, the combined correction at this mismatch lies between about $+0.15\%$ and $+0.5\%$ of the core strain. The value depends on the constants and on whether $\phi$ is counted in lattice sites or measured on the strained section. This is negligible here, but it grows roughly in proportion to $f$.

If the shell modulus is lowered to $90$ GPa while the core modulus, Poisson ratio and geometry are held fixed, (6) gives

$$
\varepsilon_c=0.500\%\times
\frac{90\times0.750}{100\times0.250+90\times0.750}
=0.365\%.
$$

This is about $2.7\%$ below the equal-modulus value.

## Second half: stress, bending and loss of coherence

### Results carried forward

The core and shell areas are $A_c$ and $A_s$, their sum is $A$, and $\phi=A_s/A$. The mismatch $f=(a_s-a_c)/a_c$ is positive for a larger shell lattice. For equal isotropic constants and no bending, the elastic axial strains are

$$
\varepsilon_c=f\phi,\qquad \varepsilon_s=-f(1-\phi).
$$

Young's modulus is $E$ and Poisson's ratio is $\nu$. A round wire has core radius $R_c$ and outer radius $R$, so $1-\phi=R_c^2/R^2$. The total axial force and the section average of each transverse stress vanish.

For small mismatch, the core's axial strain in the interior of a coherent, unbent wire with uniform stiffness is the mismatch times the shell's share of the cross-section. What remains is to find the stresses in a round wire and the size of the Poisson-ratio correction, and to examine free ends, bending, surface stress, temperature and the possible loss of coherence.
